# Retardation in the 2p to 1s transition of a one-electron atom: verification in Python

```python
"""
Retardation in the 2p -> 1s emission of a nonrelativistic one-electron atom.

Result under test: with the full plane wave exp(-i k.r) in the A.p coupling,
  M = <1s| exp(-i k.r) eps.p |2p_n> = -i sqrt(2) Z^5 (eps.n)/(lam^2 + k^2)^2,
so M/M(k=0) = F = (1 + (2 kappa/3)^2)^(-2), and the rate is
  (256/6561) alpha^3 Z^4 F^2, with F = (1 + (Z alpha)^2/16)^(-2) on shell.

Symbols (atomic units): Z nuclear charge, k photon wave vector,
eps polarization (eps.k = 0), n axis of the 2p orbital, lam = 3Z/2,
kappa = k/Z, alpha fine-structure constant, c = 1/alpha.
The nucleus is fixed. Matrix elements are computed by 3D quadrature.
"""
import numpy as np
from scipy import constants as const

alpha = const.fine_structure
c = 1.0 / alpha
hartree_eV = const.physical_constants["Hartree energy in eV"][0]
time_au = const.physical_constants["atomic unit of time"][0]
bohr_m = const.physical_constants["Bohr radius"][0]

# Quadrature grid in the scaled radius s = Z r and in the angles.
# The slowest decay is exp(-s), in the squared 2p orbital; it sets s_max.
s_max = 45.0
node, weight = np.polynomial.legendre.leggauss(120)
s = 0.5 * s_max * (node + 1.0)
ws = 0.5 * s_max * weight * s**2
u, wu = np.polynomial.legendre.leggauss(48)
phi = 2.0 * np.pi * np.arange(48) / 48
S, U, P = (a.ravel() for a in np.meshgrid(s, u, phi, indexing="ij"))
W = (ws[:, None, None] * wu[None, :, None]
     * np.full(48, 2.0 * np.pi / 48)[None, None, :]).ravel()
sin_t = np.sqrt(1.0 - U**2)
SCALED = np.array([S * sin_t * np.cos(P), S * sin_t * np.sin(P), S * U])


def psi_1s(Z):
    return np.sqrt(Z**3 / np.pi) * np.exp(-S)


def psi_2p(Z, n):
    return Z**2.5 / (4 * np.sqrt(2 * np.pi)) * (n @ SCALED / Z) * np.exp(-S / 2)


def p_on_2p(Z, eps, n):
    """eps.p acting on the 2p orbital, p = -i grad."""
    norm = Z**2.5 / (4 * np.sqrt(2 * np.pi))
    bracket = eps @ n - (eps @ SCALED) * (n @ SCALED) / (2 * S)
    return -1j * norm * np.exp(-S / 2) * bracket


def integrate(Z, values):
    return np.sum(W * values) / Z**3


def wave(Z, k):
    return np.exp(-1j * (k @ SCALED) / Z)


def amplitude(Z, k, eps, n):
    return integrate(Z, psi_1s(Z) * wave(Z, k) * p_on_2p(Z, eps, n))


def form_factor(kappa):
    return (1 + (2 * kappa / 3)**2)**-2


def summed_rate(Z, k_in_wave):
    """Rate from explicit sums over photon directions and polarizations."""
    omega = 0.5 * Z**2 * (1 - 1 / 4)
    n = np.array([0.0, 0.0, 1.0])
    cosines, weights = np.polynomial.legendre.leggauss(3)
    total = 0.0
    for ct, w in zip(cosines, weights):
        st = np.sqrt(1 - ct**2)
        k = k_in_wave * np.array([st, 0.0, ct])
        for eps in (np.array([ct, 0.0, -st]), np.array([0.0, 1.0, 0.0])):
            total += 2 * np.pi * w * abs(amplitude(Z, k, eps, n))**2
    return omega / (2 * np.pi * c**3) * total


# Normalization of both orbitals
Z = 4.0
khat = np.array([1.0, 2.0, 2.0]) / 3
eps = np.array([2.0, 1.0, -2.0]) / 3
n_oblique = np.array([2.0, 3.0, 6.0]) / 7
n_tilted = np.array([6.0, 2.0, -3.0]) / 7
assert abs(integrate(Z, psi_1s(Z)**2) - 1) < 1e-9
assert abs(integrate(Z, psi_2p(Z, n_oblique)**2) - 1) < 1e-8

# Closed amplitude against quadrature, oblique vectors, small to large k
lam = 1.5 * Z
worst = 0.0
for kappa in (0.0, 0.05, 0.5, 1.0, 2.0):
    k = kappa * Z * khat
    for n in (n_oblique, n_tilted):
        closed = -1j * np.sqrt(2) * Z**5 * (eps @ n) / (lam**2 + k @ k)**2
        worst = max(worst, abs(amplitude(Z, k, eps, n) - closed))
assert worst < 1e-8

# An orbital along k does not radiate along k through A.p
assert abs(amplitude(Z, 0.5 * Z * khat, eps, khat)) < 1e-9

# Terms linear and quadratic in k
M0 = amplitude(Z, 0 * khat, eps, eps)
phase = (khat @ SCALED) / Z
linear = integrate(Z, psi_1s(Z) * (-1j * phase) * p_on_2p(Z, eps, eps)) / M0
quadratic = integrate(Z, psi_1s(Z) * (-phase**2 / 2) * p_on_2p(Z, eps, eps)) / M0
assert abs(linear) < 1e-10
assert abs(quadratic + 2 / lam**2) < 1e-9

# Length operator beside the plane wave gives another power
kappa_test = 0.5
k_test = kappa_test * Z * khat
length = (eps @ SCALED) / Z * psi_1s(Z) * psi_2p(Z, eps)
dipole_length = integrate(Z, length)
length_ratio = (integrate(Z, length * wave(Z, k_test)) / dipole_length).real
momentum_ratio = (amplitude(Z, k_test, eps, eps) / M0).real
assert abs(length_ratio - (1 + (2 * kappa_test / 3)**2)**-3) < 1e-8
assert abs(momentum_ratio - form_factor(kappa_test)) < 1e-8
assert abs(length_ratio - momentum_ratio) > 0.05

# At k = 0 the two operators agree: |p| = omega |r|
omega = 0.5 * Z**2 * (1 - 1 / 4)
assert abs(abs(M0) - omega * dipole_length) < 1e-8

# Rates, including the on-shell form factor
table = []
for charge in (1.0, 4.0, 20.0, 60.0):
    k_photon = 0.5 * charge**2 * (1 - 1 / 4) / c
    dipole = summed_rate(charge, 0.0)
    retarded = summed_rate(charge, k_photon)
    F_shell = (1 + (charge * alpha)**2 / 16)**-2
    formula = 256 / 6561 * alpha**3 * charge**4 * F_shell**2
    assert abs(retarded / formula - 1) < 1e-8
    loss = 1 - retarded / dipole
    table.append((charge, loss, loss / (charge * alpha)**2))
    if charge == Z:
        rate_dipole, rate_retarded = dipole / time_au, retarded / time_au
        loss_Be = loss
assert abs(table[0][2] - 0.25) < 1e-4
assert abs(table[1][2] - 0.25) < 1e-3

# Spin-magnetic amplitude: (k/2) <1s|exp(-ik.r)|2p along k>, spin factor 1
k_size = omega / c
k_Be = k_size * khat
spin = k_size / 2 * integrate(Z, psi_1s(Z) * wave(Z, k_Be) * psi_2p(Z, khat))
spin_ratio = abs(spin) / abs(amplitude(Z, k_Be, eps, eps))
q = Z * alpha / 4
assert abs(spin_ratio / (3 * q**2 / (1 + q**2)) - 1) < 1e-6

# Dirac transition energies in units of the electron rest energy
x = (Z * alpha)**2
E_1s = np.sqrt(1 - x)
E_2p_half = np.sqrt((1 + np.sqrt(1 - x)) / 2)
E_2p_three_half = np.sqrt(1 - x / 4)
shift_half = (E_2p_half - E_1s) / (3 * x / 8) - 1
shift_three_half = (E_2p_three_half - E_1s) / (3 * x / 8) - 1
assert abs(shift_half / x - 11 / 48) < 1e-3
assert abs(shift_three_half / x - 5 / 16) < 1e-3

kappa_Be = k_size / Z
amp_ratio = (amplitude(Z, k_Be, eps, eps) / M0).real
assert abs(amp_ratio - form_factor(kappa_Be)) < 1e-9

print("One-electron ion Be3+, fixed nucleus, Schroedinger model")
print(f"nuclear charge Z                      {Z:.0f}")
print(f"fine-structure constant alpha         {alpha:.9f}")
print(f"Z alpha                               {Z * alpha:.7f}")
print(f"(Z alpha)^2                           {x:.6e}")
print(f"photon energy                         {omega:.4f} hartree")
print(f"photon energy                         {omega * hartree_eV:.3f} eV")
print(f"wavelength                            {2*np.pi/k_size*bohr_m*1e9:.4f} nm")
print(f"wave number k                         {k_size:.7f} 1/bohr")
print(f"kappa = k a0/Z                        {kappa_Be:.7f}")
print(f"2 kappa/3                             {2 * kappa_Be / 3:.7f}")
print(f"dipole length |<1s|z|2pz>|            {dipole_length:.6f} bohr")
print(f"dipole momentum |<1s|pz|2pz>|         {abs(M0):.6f} a.u.")
print(f"form factor F (quadrature)            {amp_ratio:.9f}")
print(f"form factor F (formula)               {form_factor(kappa_Be):.9f}")
print(f"amplitude reduction 1-F               {1 - amp_ratio:.5e}")
print(f"rate reduction 1-F^2                  {loss_Be:.5e}")
print(f"leading estimate (Z alpha)^2/4        {x / 4:.5e}")
print(f"dipole rate                           {rate_dipole:.6e} 1/s")
print(f"retarded rate                         {rate_retarded:.6e} 1/s")
print(f"lifetime, dipole                      {1e12 / rate_dipole:.5f} ps")
print(f"lifetime, retarded                    {1e12 / rate_retarded:.5f} ps")
print("Other effects of the same order, Be3+")
print(f"spin-magnetic/A.p amplitude           {spin_ratio:.5e}")
print(f"Dirac energy shift, 2p1/2 (fraction)  {shift_half:.5e}")
print(f"Dirac energy shift, 2p3/2 (fraction)  {shift_three_half:.5e}")
print("Expansion in k, Z = 4, relative to the dipole amplitude")
print(f"size of linear coefficient < 1e-10    {abs(linear) < 1e-10}")
print(f"quadratic coefficient                 {quadratic.real:.7f} bohr^2")
print(f"Operators compared at kappa = {kappa_test}")
print(f"ratio with p (power -2)               {momentum_ratio:.6f}")
print(f"ratio with r (power -3)               {length_ratio:.6f}")
print("Scaling: Z, rate reduction, reduction/(Z alpha)^2")
for charge, loss, coefficient in table:
    print(f"{charge:4.0f}   {loss:.5e}   {coefficient:.5f}")
print(f"largest amplitude error < 1e-8 a.u.   {worst < 1e-8}")
print("verified")
```

It prints:

```
One-electron ion Be3+, fixed nucleus, Schroedinger model
nuclear charge Z                      4
fine-structure constant alpha         0.007297353
Z alpha                               0.0291894
(Z alpha)^2                           8.520217e-04
photon energy                         6.0000 hartree
photon energy                         163.268 eV
wavelength                            7.5939 nm
wave number k                         0.0437841 1/bohr
kappa = k a0/Z                        0.0109460
2 kappa/3                             0.0072974
dipole length |<1s|z|2pz>|            0.186234 bohr
dipole momentum |<1s|pz|2pz>|         1.117403 a.u.
form factor F (quadrature)            0.999893506
form factor F (formula)               0.999893506
amplitude reduction 1-F               1.06494e-04
rate reduction 1-F^2                  2.12977e-04
leading estimate (Z alpha)^2/4        2.13005e-04
dipole rate                           1.604689e+11 1/s
retarded rate                         1.604347e+11 1/s
lifetime, dipole                      6.23174 ps
lifetime, retarded                    6.23307 ps
Other effects of the same order, Be3+
spin-magnetic/A.p amplitude           1.59746e-04
Dirac energy shift, 2p1/2 (fraction)  1.95336e-04
Dirac energy shift, 2p3/2 (fraction)  2.66376e-04
Expansion in k, Z = 4, relative to the dipole amplitude
size of linear coefficient < 1e-10    True
quadratic coefficient                 -0.0555556 bohr^2
Operators compared at kappa = 0.5
ratio with p (power -2)               0.810000
ratio with r (power -3)               0.729000
Scaling: Z, rate reduction, reduction/(Z alpha)^2
   1   1.33127e-05   0.25000
   4   2.12977e-04   0.24997
  20   5.30746e-03   0.24917
  60   4.65243e-02   0.24269
largest amplitude error < 1e-8 a.u.   True
verified
```
